# Does optical activity in a crystal require chirality?

## Question

I learned that a substance can rotate the plane of polarized light only if it is chiral. The argument I know is short. Reflect the whole experiment in a mirror: a right-handed rotation becomes a left-handed one. If the substance coincides with its mirror image, the reflected experiment is the original one, so the rotation angle equals minus itself and must vanish.

Does this argument hold for a crystal? Can a crystal whose point group contains a mirror plane or a rotoinversion axis be optically active? If so, which crystal classes allow it, what fixes the sign of the rotation, and why does the rule work for solutions?

## Answer

The argument overlooks one thing: the mirror also reflects the direction of the light. If the crystal is unchanged but the beam now travels along another direction, the conclusion is that the rotations along these two directions are opposite. The argument forces the rotation to vanish only when the two directions are equivalent for the measurement. In an isotropic liquid all directions are equivalent, and the rule holds. In a crystal they need not be.

To find which classes allow the effect, we need the tensor that describes it.

### The response of the crystal

Take a transparent, non-magnetic crystal without static magnetic field or magnetic order. Fields vary as $\exp[i(\mathbf k\cdot\mathbf r-\omega t)]$, with $\mathbf k=nk_0\mathbf s$, $k_0=2\pi/\lambda$ and $\mathbf s$ a unit vector. The displacement at a point depends slightly on the field nearby. To first order in the wavevector,

$$D_i=\varepsilon_0\,\varepsilon_{ij}(\mathbf k)E_j,\qquad \varepsilon_{ij}(\mathbf k)=\varepsilon_{ij}+i\gamma_{ijl}k_l .$$

Reciprocity requires $\varepsilon_{ij}(\mathbf k)=\varepsilon_{ji}(-\mathbf k)$. Hence $\varepsilon_{ij}$ is symmetric and $\gamma_{ijl}=-\gamma_{jil}$. Absence of loss requires $\varepsilon_{ij}(\mathbf k)$ to be Hermitian, which makes $\varepsilon_{ij}$ real and gives $\gamma_{ijl}=-\gamma_{jil}^*$. Together, the two conditions on $\gamma$ make it real.

An antisymmetric pair of indices can be replaced by one index with the Levi-Civita symbol $e_{ijm}$:

$$\gamma_{ijl}=e_{ijm}g_{ml},\qquad g_{ml}=\tfrac12e_{mij}\gamma_{ijl}.$$

The tensor $g$ has the dimension of length. It is axial, because $\gamma$ is an ordinary tensor and $e_{ijm}$ contributes a factor $\det R$ under an orthogonal operation $R$. In general it is not symmetric.

### What a plane wave sees

Maxwell's equations give $\mathbf k\times(\mathbf k\times\mathbf E)=-\omega^2\mu_0\mathbf D$. Expanding the double product and using $k_0^2=\omega^2\varepsilon_0\mu_0$,

$$n^2\left[\mathbf E-\mathbf s(\mathbf s\cdot\mathbf E)\right]=\mathbf D/\varepsilon_0 .$$

So $\mathbf D$ is transverse. Insert $\mathbf E=\varepsilon(\mathbf k)^{-1}\mathbf D/\varepsilon_0$: the transverse block of $\varepsilon(\mathbf k)^{-1}$, acting on $\mathbf D$, has eigenvalue $1/n^2$.

Write $\varepsilon(\mathbf k)=\varepsilon+iM$, with $M_{ij}=e_{ijm}\Gamma_m$ and $\boldsymbol\Gamma=g\mathbf k$. To first order,

$$\varepsilon(\mathbf k)^{-1}=\varepsilon^{-1}-i\,\varepsilon^{-1}M\varepsilon^{-1}.$$

To simplify the last term, let $A=\varepsilon^{-1}$, which is symmetric. The definition of the determinant gives $A_{ia}A_{jb}A_{kc}e_{abc}=\det A\;e_{ijk}$. Multiply by $\varepsilon_{mk}$ and sum over $k$; since $\varepsilon_{mk}A_{kc}=\delta_{mc}$,

$$A_{ia}A_{jb}e_{abm}=\frac{e_{ijk}\varepsilon_{km}}{\det\varepsilon}
\quad\Rightarrow\quad
(\varepsilon^{-1}M\varepsilon^{-1})_{ij}=\frac{e_{ijk}(\varepsilon\boldsymbol\Gamma)_k}{\det\varepsilon}.$$

Choose transverse unit vectors with $\mathbf u_1\times\mathbf u_2=\mathbf s$, along the principal axes of the real transverse block. In the 12 element only the component of $\varepsilon\boldsymbol\Gamma$ along $\mathbf s$ survives, and the eigenvalue problem is

$$\begin{pmatrix}a&-i\chi\\ i\chi&b\end{pmatrix}\begin{pmatrix}D_1\\D_2\end{pmatrix}=\frac1{n^2}\begin{pmatrix}D_1\\D_2\end{pmatrix},\qquad
\chi=\frac{nk_0\,\mathbf s^T\varepsilon g\,\mathbf s}{\det\varepsilon}.$$

The difference $a-b$ is the ordinary linear birefringence, and $\chi$ is the optical activity. A quadratic form sees only the symmetric part of its matrix, so

$$\chi=\frac{nk_0\,\mathbf s^TG\mathbf s}{\det\varepsilon},\qquad G=\tfrac12\left[\varepsilon g+(\varepsilon g)^T\right].$$

This $G$ is the symmetric gyration tensor in the normalization used here. When $\varepsilon$ is anisotropic, $G$ need not be proportional to the symmetric part of $g$.

### From the coupling to a rotation angle

Suppose that linear birefringence vanishes for the chosen direction, $a=b=1/n_0^2$. The vectors $(1,\pm i)$ are then eigenvectors: the first row gives $a-i\chi(\pm i)=a\pm\chi$. Therefore $1/n_\pm^2=1/n_0^2\pm\chi$. Since a small change of $n$ changes $1/n^2$ by $-2\,\delta n/n_0^3$,

$$n_\pm=n_0\mp\tfrac12n_0^3\chi,\qquad n_--n_+=n_0^3\chi=\frac{k_0n_0^4\,\mathbf s^TG\mathbf s}{\det\varepsilon}.$$

Light polarized along $\mathbf u_1$ is $(1,0)=\frac12(1,i)+\frac12(1,-i)$. After a thickness $d$, apart from a common phase and with $\Delta=k_0(n_+-n_-)d$,

$$D_1=\cos\tfrac\Delta2,\qquad D_2=\tfrac i2\left(e^{i\Delta/2}-e^{-i\Delta/2}\right)=-\sin\tfrac\Delta2 .$$

The light is still linearly polarized, turned by $-\Delta/2$ from $\mathbf u_1$ towards $\mathbf u_2$. The rotation per length, positive when right-handed about $\mathbf s$, is

$$\rho=\frac{k_0^2n_0^4\,\mathbf s^TG\mathbf s}{2\det\varepsilon}.$$

For an isotropic $\varepsilon=n_0^2\mathbb 1$, we have $\mathbf s^TG\mathbf s=n_0^2\,\mathbf s^Tg\mathbf s$ and $\det\varepsilon=n_0^6$, so $\rho=\frac12k_0^2\,\mathbf s^Tg\mathbf s$. Reversing $\mathbf s$ leaves $\rho$ unchanged: the sense is the same for both directions of travel, each judged about its own direction.

### What a mirror really implies

Let $R$ be an operation of the crystal class. Because $\varepsilon$ is invariant, $G$ inherits the axial character of $g$, and invariance means

$$G=\det(R)\,RGR^T .$$

Sandwich this between $R\mathbf s$ and itself, and use $R^TR=\mathbb 1$:

$$(R\mathbf s)^TG(R\mathbf s)=\det(R)\,\mathbf s^TG\mathbf s .$$

For an improper operation, $\det R=-1$. The activity along $R\mathbf s$ is then opposite to that along $\mathbf s$. This is the corrected mirror argument, and it has three consequences.

- If $\mathbf s$ lies in a mirror plane, $R\mathbf s=\mathbf s$ and the activity vanishes.
- If $\mathbf s$ lies along a $\bar4$ axis, $R\mathbf s=-\mathbf s$. The quadratic form does not notice the sign, so the activity vanishes again.
- Taking the trace of the invariance condition gives $\operatorname{tr}G=-\operatorname{tr}G=0$. A nonzero $G$ in an achiral class therefore has eigenvalues of both signs, so the circular coupling $\chi$ is positive along some directions and negative along others in the same crystal. It appears as a pure rotation only along directions free of linear birefringence.

### Which classes allow it

**Eleven centrosymmetric classes.** Inversion leaves $RGR^T=G$ but has $\det R=-1$. Hence $G=0$.

**Eleven enantiomorphic classes.** All operations are proper rotations, so $G$ obeys the same conditions as $\varepsilon$. At least $G\propto\mathbb 1$ is allowed.

**Ten remaining classes.** These have improper operations but no inversion: $m$, $mm2$, $\bar4$, $\bar42m$, $3m$, $4mm$, $6mm$, $\bar6$, $\bar62m$ and $\bar43m$.

Consider first those with a proper rotation axis of order three or more. Such a rotation commutes with $G$ and so maps each eigenspace of $G$ onto itself. Three different eigenvalues would mean three perpendicular lines, each preserved by the rotation, which is impossible for an angle of 120°, 90° or 60°. At least two eigenvalues are thus equal, and if the third differs, its line must be the rotation axis. With that axis along $z$, $G=\operatorname{diag}(p,p,q)$.

The classes $3m$, $4mm$ and $6mm$ have a mirror containing the axis; $\bar6$ and $\bar62m$ have one perpendicular to it. Either mirror leaves $RGR^T=G$ for this diagonal form, so the factor $\det R=-1$ forces $G=0$. In $\bar43m$ there are several threefold axes, hence $G=p\mathbb 1$, and zero trace gives $p=0$.

Four classes are left, and their tensors follow component by component.

- $m$, with the mirror normal to $z$: the mirror changes the sign of components with a single index $z$, and the factor $-1$ restores them. $G_{xz}$ and $G_{yz}$ survive.
- $mm2$, with mirrors normal to $x$ and to $y$: a component needs exactly one index $x$ and exactly one index $y$. $G_{xy}$ survives.
- $\bar4$ along $z$: a quarter turn exchanges $G_{xx}$ and $G_{yy}$, reverses $G_{xy}$ and keeps $G_{zz}$. With the extra sign, $G_{yy}=-G_{xx}$, $G_{xy}$ is free and $G_{zz}=0$. The contained half turn removes $G_{xz}$ and $G_{yz}$.
- $\bar42m$, with a twofold axis along $x$: this axis also removes $G_{xy}$, leaving $G_{xx}=-G_{yy}$.

The symmetric tensor is therefore allowed in $11+4=15$ classes, four of them achiral. A $\bar4$ axis escapes the argument for high-order axes because its only proper rotation, apart from the identity, is a half turn. Symmetry permits these components but says nothing about their size.

In $3m$, $4mm$ and $6mm$ an antisymmetric $g$ with $g_{xy}=-g_{yx}$ is still allowed. There $\varepsilon_{xx}=\varepsilon_{yy}$, so $\varepsilon g=\varepsilon_{xx}g$ is antisymmetric too and $G=0$. Such a $g$ produces no circular coupling in the bulk wave treated here.

### A $\bar42m$ crystal at an isotropy point

A $\bar42m$ crystal is optically uniaxial with its optic axis along $z$, the direction in which $G$ gives nothing. Other directions are normally birefringent. Suppose, however, that the ordinary and extraordinary indices happen to cross at the wavelength used. Then circular birefringence can be seen alone, provided the remaining difference of the two indices is small compared with the circular index difference.

Take round model parameters: $\lambda=500$ nm, so $k_0=1.25664\times10^7\ \mathrm{m^{-1}}$, index 2.00, and $g_{xx}=-g_{yy}=5.0$ pm. For $\mathbf s=(\cos\varphi,\sin\varphi,0)$,

$$\rho=\tfrac12k_0^2g_{xx}(\cos^2\varphi-\sin^2\varphi)=\tfrac12k_0^2g_{xx}\cos2\varphi .$$

Along $x$ this is $\frac12(1.25664\times10^7)^2(5.0\times10^{-12})=394.8$ rad/m, or 22.62° in 1 mm. The circular indices differ by only $k_0g_{xx}=6.28\times10^{-5}$. Propagating the modes of the full wave equation through 1 mm gives:

| $\varphi$ | rotation |
|---|---|
| 0° | 22.62° |
| 30° | 11.31° |
| 45° | 0.00° |
| 60° | −11.31° |
| 90° | −22.62° |

The direction at 45° lies in a mirror plane. The directions $x$ and $y$ are mirror images of each other, and their rotations are opposite. The crossing must be close: with $n_e-n_o=10^{-4}$, light travelling along $x$ and polarized along $y$ leaves the 1 mm crystal at an azimuth of 17.8° and with an ellipticity angle of 12°.

### Why birefringence hides the effect

Let $a\ne b$ and try a mode $(\cos\eta,\,i\sin\eta)$, an ellipse with ellipticity angle $\eta$. The two rows give

$$\frac1{n^2}=a+\chi\tan\eta=b+\chi\cot\eta .$$

Since $\cot\eta-\tan\eta=2\cot2\eta$, it follows that $\tan2\eta=2\chi/(a-b)$.

In the $\bar42m$ crystal with $\mathbf s$ along $x$, take $\mathbf u_1=\mathbf y$ and $\mathbf u_2=\mathbf z$. Then $a=1/n_o^2$, $b=1/n_e^2$, $G_{xx}=n_o^2g_{xx}$ and $\det\varepsilon=n_o^4n_e^2$. Hence

$$\tan2\eta=\frac{2nk_0g_{xx}/(n_o^2n_e^2)}{(n_e^2-n_o^2)/(n_o^2n_e^2)}\approx\frac{k_0g_{xx}}{n_e-n_o},$$

where $n_e^2-n_o^2=(n_e+n_o)(n_e-n_o)$ and $n$ was replaced by the mean index.

For $n_o=2.00$ and $n_e=2.01$ the ratio is $6.28\times10^{-3}$, and $\eta\approx0.18°$. The modes are almost linear. To see what happens to light entering along $\mathbf u_1$, split it into the two modes:

$$(1,0)=\cos\eta\,(\cos\eta,i\sin\eta)+\sin\eta\,(\sin\eta,-i\cos\eta).$$

If the second mode acquires a relative phase $\delta$, then to first order in $\eta$

$$D_1\approx1,\qquad D_2\approx i\eta(1-e^{i\delta})=\eta\left[\sin\delta+i(1-\cos\delta)\right].$$

The azimuth is the real part of $D_2/D_1$, namely $\eta\sin\delta$. It oscillates with thickness instead of accumulating. In the full calculation the largest azimuth found within 1 mm is 0.18°, against 22.6° at the isotropy point with the same $g$. The activity has not disappeared, but a simple measurement of rotation barely shows it.

### Two optic axes with opposite rotation

An $mm2$ crystal is biaxial and needs no accidental crossing of indices: linear birefringence vanishes along its two optic axes. Their position decides the outcome. With the twofold axis along $z$, $\mathbf s^TG\mathbf s=2G_{xy}s_xs_y$. If the optic axes lie in the $xz$ or $yz$ plane, they lie in a mirror plane and show no rotation. If $n_z$ is the intermediate index, they lie in the $xy$ plane and may show it.

Take $n_x=1.50$, $n_y=1.60$, $n_z=1.55$, so that $\varepsilon_x=2.25$, $\varepsilon_y=2.56$ and $\varepsilon_z=2.4025$. For $\mathbf s$ at an angle $\varphi$ from $x$ in the $xy$ plane, one polarization lies along $z$ and the other along $(-\sin\varphi,\cos\varphi,0)$. Their values of $1/n^2$ are equal when

$$\frac{\sin^2\varphi}{\varepsilon_x}+\frac{\cos^2\varphi}{\varepsilon_y}=\frac1{\varepsilon_z}
\quad\Rightarrow\quad
\sin^2\varphi=\frac{1/\varepsilon_z-1/\varepsilon_y}{1/\varepsilon_x-1/\varepsilon_y},$$

which gives $\varphi=\pm43.61°$. With $g_{xy}=4.0$ pm and $g_{yx}=2.0$ pm,

$$G_{xy}=\tfrac12(2.25\times4.0+2.56\times2.0)\ \mathrm{pm}=7.06\ \mathrm{pm}.$$

On the optic axes $n_0^2=\varepsilon_z$ and $\det\varepsilon=\varepsilon_x\varepsilon_y\varepsilon_z$, so

$$\rho=\frac{k_0^2\varepsilon_z\,G_{xy}\sin\varphi\cos\varphi}{\varepsilon_x\varepsilon_y}=\pm232\ \mathrm{rad/m}.$$

For a plane wave crossing 1 mm this is $+13.31°$ on one axis and $-13.31°$ on the other. Linear birefringence returns quickly off the axis: with $\varphi$ larger by 0.1°, light polarized in the $xy$ plane leaves at an azimuth of 4.9° and with an ellipticity angle of 9.6°. Using $\frac12k_0^2\,\mathbf s^Tg\mathbf s$ instead would give 13.56° on the first axis, about 2% too much. That formula treats $\varepsilon$ as isotropic in two places. It replaces $G_{xy}=7.06$ pm by $\varepsilon_z\cdot\tfrac12(g_{xy}+g_{yx})=7.21$ pm, a factor 1.021, and it replaces $\varepsilon_x\varepsilon_y$ by $\varepsilon_z^2$, a factor $\varepsilon_x\varepsilon_y/\varepsilon_z^2=0.998$; the product is 1.019. The size of the error depends on $g$: for $g_{xy}=g_{yx}$ the first factor would be $2.4025/2.405=0.999$, and the simple formula would be about 0.3% below the correct value.

### An achiral molecule, held still

The same thing happens with molecules. Let a molecule consist of points $\mathbf r_a$ with isotropic polarizabilities, coupled by their dipole fields. Write the induced dipoles as

$$p_{a,i}=4\pi\varepsilon_0\sum_bA_{ai,bj}E_je^{i\mathbf k\cdot\mathbf r_b},$$

where $A$ is the coupled response, with $A_{ai,bj}=A_{bj,ai}$. For $N$ identically oriented molecules per volume, dilute enough not to influence each other, the polarization at wavevector $\mathbf k$ collects each dipole with the phase $e^{-i\mathbf k\cdot\mathbf r_a}$. The contribution to the relative permittivity is

$$4\pi N\sum_{ab}e^{-i\mathbf k\cdot(\mathbf r_a-\mathbf r_b)}A_{ai,bj}.$$

Its first-order term is $-4\pi N\,ik_l\sum_{ab}(\mathbf r_a-\mathbf r_b)_lA_{ai,bj}$. Comparison with $i\gamma_{ijl}k_l$ yields

$$\gamma_{ijl}=-4\pi N\sum_{ab}(\mathbf r_a-\mathbf r_b)_lA_{ai,bj}.$$

Exchanging $a$ and $b$ shows that it is antisymmetric in $ij$, as required. A static $A$ suffices at this order, because the retarded near field carries the factor $e^{ikr}(1-ikr)=1+\frac12k^2r^2+\dots$, which has no linear term.

Now take a bent planar molecule of symmetry $mm2$. Its apex is at the origin and its ends are at $y=\pm0.12$ nm, $z=0.09$ nm. The polarizability volumes are $1.0\times10^{-30}\ \mathrm{m^3}$ for the apex and half that for each end, and $N=10^{25}\ \mathrm{m^{-3}}$. The molecular plane is a mirror that leaves every point in place, so $A$ does not mix $x$ with $y$ or $z$. Only $\gamma_{yzl}=-\gamma_{zyl}$, and thus $g_{xl}$, can contribute. All points have $x=0$, which removes $l=x$, and the second mirror removes $l=z$. The remaining component is $g_{xy}=4.42$ fm.

In this dilute gas $\varepsilon\approx\mathbb 1$. Along $(1,1,0)/\sqrt2$ we have $\mathbf s^Tg\mathbf s=g_{xy}/2$, and the circular part of the response corresponds to $\frac12k_0^2(g_{xy}/2)=0.174$ rad/m, or 9.99° per metre. Along $(1,-1,0)/\sqrt2$ it is −9.99° per metre. These figures describe the circular part alone. The aligned gas is also linearly birefringent, with an index difference of $1.4\times10^{-5}$ along these directions, about 500 times the circular one of $2.8\times10^{-8}$. For light polarized in the $xy$ plane the azimuth therefore oscillates and stays below about 0.06°.

### Why the rule works for solutions

Let the molecules tumble. The average of $s_is_j$ over all directions is $\delta_{ij}/3$, so the orientational average of $\mathbf s^Tg\mathbf s$ is $\operatorname{tr}g/3$. For the bent molecule this is zero. Adding a fourth point outside the plane, at $(0.13,0.10,-0.10)$ nm and with the polarizability of the apex, makes the molecule chiral. The average is then −0.0049 fm: small beside the 4.42 fm component of the oriented bent molecule, but not zero.

The dilute model is not essential to the rule. In any isotropic medium $g=g_0\mathbb 1$, and an improper symmetry of the medium gives $g_0=-g_0=0$. For isotropic liquids, gases and solutions, within the assumptions made at the start, natural optical activity does require chirality. For oriented matter the requirement is weaker: no improper operation may map the line of propagation onto itself. This is necessary but not sufficient. At first order in $\mathbf k$ the class must allow a nonzero $G$, and even then $\mathbf s^TG\mathbf s$ can vanish along lines that no improper operation maps onto themselves. In $\bar4$, for example, $\mathbf s^TG\mathbf s=\sin^2\theta\,(G_{xx}\cos2\varphi+G_{xy}\sin2\varphi)$, with $\theta$ measured from $z$ and $\varphi$ from $x$. It vanishes on two planes containing $z$, although the class has no mirror.

The numerical check solves the wave equation without the first-order formulas and compares the molecular tensor with a fully retarded dipole calculation.

## Calculated quantities

```
crystal classes: 32  centrosymmetric: 11
classes allowing G: 15  enantiomorphic: 11
enantiomorphic: 1, 2, 222, 4, 422, 3, 32, 6, 622, 23, 432
achiral allowing G: m, mm2, -4, -42m
independent components of G in m: 2
independent components of G in mm2: 1
independent components of G in -4: 2
independent components of G in -42m: 1
only antisymmetric g allowed: 4mm, 3m, 6mm
wavelength: 500 nm, thickness: 1 mm
vacuum wavenumber k0: 1.25664e+07 1/m
--- class -42m, isotropy point
index: 2.00, g_xx = -g_yy: 5.0 pm
circular index difference along x: 6.2832e-05
rotatory power along x: 394.78 rad/m
rotatory power along x: 22.619 deg/mm
rotation, s at 0 deg from x: 22.619 deg
rotation, s at 30 deg from x: 11.310 deg
rotation, s at 45 deg from x: 0.000 deg
rotation, s at 60 deg from x: -11.310 deg
rotation, s at 90 deg from x: -22.619 deg
rotation, s along z: 0.000 deg
--- class -42m, birefringent, s along x
ordinary index: 2.00, extraordinary index: 2.01
ratio k0 g_xx / (n_e - n_o): 6.2832e-03
mode ellipticity angle: 0.1804 deg
largest azimuth within 1 mm: 0.1796 deg
--- class mm2, optic axes in xy plane
indices n_x, n_y, n_z: 1.50, 1.60, 1.55
g_xy: 4.0 pm, g_yx: 2.0 pm
G_xy: 7.0600 pm
optic axes at +/- 43.614 deg from x
rotation on first optic axis: 13.306 deg
rotation on second optic axis: -13.306 deg
first axis, from symmetric part of g alone: 13.556 deg
rotation, optic plane xz: 0.000 deg
--- bent three-point molecule, oriented dilute gas
number density: 1.0e+25 1/m^3
apex at origin; ends at y = +/-0.12 nm, z = 0.09 nm
polarizability volume, apex: 1.0e-30 m^3
polarizability volume, each end: 0.5e-30 m^3
g_xy: 4.4180 fm
circular part, s along (1,1,0): 9.9933 deg/m
circular part, s along (1,-1,0): -9.9933 deg/m
orientation mean of s.g.s: 0.000000 fm
fourth point at (0.13, 0.10, -0.10) nm, polarizability as apex
orientation mean with fourth point: -0.004925 fm
trace(g)/3 with fourth point: -0.004925 fm
```
